# Open stripes or closure caps in a ferroelectric plate

Anyone who sets up a domain calculation for a ferroelectric plate must decide whether the polarization may turn in-plane near the faces. A one-component model, with polarization along the plate normal only, admits open stripes and excludes closure. It can serve only if closure gains little energy and the linear in-plane response, kept through the permittivity, is small; otherwise it gives the wrong surface structure, stripe width and energy. A first test compares two limiting patterns, open stripes and full triangular caps. It rests on two energies that both grow in proportion to the stripe width: the stray-field energy of open stripes, and the anisotropy plus elastic energy of the caps. If full caps are cheaper, the one-component model is ruled out. If they are dearer, smaller caps must still be considered.

## Geometry and assumptions

A plate of thickness \(d\) carries 180° stripes of width \(w\), with polarization \(\pm P\) along the normal. The coordinate \(x\) runs across the stripes and \(z\) is the depth below a face. Walls are sharp, \(w\) is well below \(d\), there is no free charge, and the faces carry no traction. Elasticity is linear and isotropic, with plane strain along the stripes. SI units are used.

In the open pattern the stripes run straight to the face. In the capped pattern, a triangle of base \(w\) and height \(w/2\) sits over each 180° wall, bounded by 45° walls and polarized along \(\pm x\). The bases cover the whole face. Each triangle has area \(w^2/4\), so the caps occupy a volume \(w/4\) per unit face area.

## What open stripes pay

The bound charge on a face is a square wave of height \(P\):
\[
\sigma(x)=\sum_{n\ \rm odd}\sigma_n\sin k_nx,\qquad \sigma_n=\frac{4P}{n\pi},\qquad k_n=\frac{n\pi}{w}.
\]
Let the outer medium have relative permittivity \(\varepsilon_{\rm out}\), and let the ferroelectric respond linearly about \(\pm P\) with \(\varepsilon_x,\varepsilon_z\). Outside, the potential obeys Laplace's equation and decays as \(e^{k_nz}\) for \(z<0\). Inside, \(\varepsilon_x\partial_x^2\phi+\varepsilon_z\partial_z^2\phi=0\) gives \(e^{-k_n\sqrt{\varepsilon_x/\varepsilon_z}\,z}\). The normal displacement just inside is \(\varepsilon_0\sqrt{\varepsilon_x\varepsilon_z}\,k_n\phi_n\), and just outside it is \(-\varepsilon_0\varepsilon_{\rm out}k_n\phi_n\). Their difference equals \(\sigma_n\), so
\[
\phi_n=\frac{\sigma_n}{\varepsilon_0\varepsilon_\Sigma k_n},\qquad \varepsilon_\Sigma=\varepsilon_{\rm out}+\sqrt{\varepsilon_x\varepsilon_z}.
\]
The energy per face area is \(\tfrac12\langle\sigma\phi\rangle\). Since \(\langle\sin^2\rangle=\tfrac12\) and \(\sum_{n\ \rm odd}n^{-3}=\tfrac78\zeta(3)\),
\[
\frac14\sum_{n\ \rm odd}\frac{\sigma_n^2}{\varepsilon_0\varepsilon_\Sigma k_n}
=\frac{4P^2w}{\pi^3\varepsilon_0\varepsilon_\Sigma}\,\frac{7\zeta(3)}{8}=A_{\rm open}w,
\qquad
A_{\rm open}=\frac{7\zeta(3)P^2}{2\pi^3\varepsilon_0\varepsilon_\Sigma}.
\]
The factor \(w\) appears because the field reaches a distance of order \(w\) from the face before neighbouring charges cancel it.

The same series shows when linear response fails. The in-plane field at the face has amplitudes \(\sigma_n/(\varepsilon_0\varepsilon_\Sigma)\). The mean square of the square wave is \(\tfrac12\sum\sigma_n^2=P^2\), so
\[
E_{x,\rm rms}=\frac{P}{\varepsilon_0\varepsilon_\Sigma},\qquad
\frac{P_{x,\rm rms}}{P}=\frac{\varepsilon_0(\varepsilon_x-1)E_{x,\rm rms}}{P}=\frac{\varepsilon_x-1}{\varepsilon_\Sigma}.
\]
When this ratio is near one, the stray field is already turning the polarization in-plane. The "open" pattern is then on its way to closure, and \(A_{\rm open}\) is an estimate rather than a prediction.

## Why caps remove the charge

Take a cap polarized along \(+x\), with the stripe on its left pointing towards the face and the one on its right pointing away. In components \((x,z)\) the three polarizations are \(P(0,-1)\), \(P(1,0)\) and \(P(0,1)\). The left wall has normal \((1,-1)/\sqrt2\), and the polarization on either side has normal component \(P/\sqrt2\). The right wall has normal \((1,1)/\sqrt2\), again with \(P/\sqrt2\) on both sides. At the face \(P_z=0\). No bound charge remains, so there is no stray field and the outer permittivity drops out.

## What caps pay: elastic energy

Let \(\eta=c/a-1\) be the tetragonal strain. A cap has its long axis along \(x\) instead of \(z\). Relative to the stripes its spontaneous strain is \(\eta\) along \(x\), \(-\eta\) along \(z\) and zero along the stripes.

A single 45° wall can accommodate this without stress if the cap also rotates. At the right wall the required jump in displacement gradient is
\[
\eta\begin{pmatrix}1&1\\-1&-1\end{pmatrix}=\eta\begin{pmatrix}1\\-1\end{pmatrix}\begin{pmatrix}1&1\end{pmatrix},
\]
which varies only along the wall normal, as continuity demands. Its symmetric part is the strain above and its antisymmetric part is a rotation \(\eta\). At the left wall the off-diagonal signs reverse, and so does the rotation. The cap cannot satisfy both walls while its two stripes stay parallel. The misfit is a wedge disclination of angle \(2\eta\) at the apex.

To find its energy, write the stresses as \(\sigma_{xx}=\partial_z^2\Phi\), \(\sigma_{zz}=\partial_x^2\Phi\), \(\sigma_{xz}=-\partial_x\partial_z\Phi\), which satisfies equilibrium. With shear modulus \(\mu\) and Poisson ratio \(\nu\), plane strain gives
\[
\varepsilon_{xx}=\frac{(1-\nu)\sigma_{xx}-\nu\sigma_{zz}}{2\mu}+\eta\chi,\quad
\varepsilon_{zz}=\frac{(1-\nu)\sigma_{zz}-\nu\sigma_{xx}}{2\mu}-\eta\chi,\quad
\varepsilon_{xz}=\frac{\sigma_{xz}}{2\mu},
\]
where \(\chi\) is one in the caps and zero elsewhere. Inserting these in the compatibility condition \(\partial_z^2\varepsilon_{xx}+\partial_x^2\varepsilon_{zz}-2\partial_x\partial_z\varepsilon_{xz}=0\) yields
\[
\nabla^4\Phi=-E'\eta(\partial_z^2-\partial_x^2)\chi,\qquad E'=\frac{2\mu}{1-\nu}.
\]
The operator on the right is the one-dimensional wave operator, and the 45° cap edges are its characteristics. For a triangle with apex at depth \(h=w/2\), \(\chi=H(h-z-|x|)\), with \(H\) the unit step. This is twice the standard Green function of the wave operator, so \((\partial_z^2-\partial_x^2)\chi=2\delta(x)\delta(z-h)\). The source sits at the apex alone.

A traction-free face allows \(\Phi=\partial_z\Phi=0\) at \(z=0\), after removal of a linear function that carries no stress. The Green function with \(\nabla^4G=\delta(x)\delta(z-h)\) under these conditions is
\[
G=\frac1{16\pi}\left[r^2\ln\frac{r^2}{\bar r^2}+4zh\right],\quad r^2=x^2+(z-h)^2,\quad \bar r^2=x^2+(z+h)^2 .
\]
At \(z=0\), \(r=\bar r\) makes \(G\) vanish, and the logarithm contributes \(-4h\) to the bracket's slope, which cancels the \(+4h\) of the last term. Far away \(G\approx z^2h^2/(2\pi r^2)\). Summed over the row, this becomes linear in \(z\) at large depth, so the stress vanishes there.

The internal stress does no work on a compatible strain, so the elastic energy is \(-\tfrac12\int\sigma:\varepsilon^*\), with \(\varepsilon^*\) the cap strain. Two integrations by parts, with no face terms because \(\Phi=\partial_z\Phi=0\), give for each width \(w\)
\[
-\frac{\eta}{2}\int\chi(\partial_z^2-\partial_x^2)\Phi\,dx\,dz
=-\eta\,\Phi(0,h)=2E'\eta^2\sum_jG_j .
\]
Here \(G_j\) is the Green function between apexes a distance \(jw\) apart. At the apex depth \(r^2=j^2w^2\), \(\bar r^2=(j^2+1)w^2\) and \(4h^2=w^2\), hence
\[
G_j=\frac{w^2}{16\pi}\left[1-j^2\ln\left(1+\frac1{j^2}\right)\right],
\]
with the bracket equal to one at \(j=0\). Dividing by \(w\) gives the energy per face area,
\[
\frac{S}{8\pi}E'\eta^2w,\qquad S=\sum_{j=-\infty}^{\infty}\left[1-j^2\ln\left(1+\frac1{j^2}\right)\right].
\]
Each bracket equals \(\int_0^1t\,dt/(j^2+t)\). Using \(\sum_j(j^2+t)^{-1}=\pi\coth(\pi\sqrt t)/\sqrt t\) and \(t=u^2\),
\[
S=2\pi\int_0^1u^2\coth(\pi u)\,du=2.211,\qquad \frac{S}{8\pi}=0.0880 .
\]

Most of this has a simple origin. Caps fill a fraction \(1-2z/w\) of the layer at depth \(z\), and the stripes below prevent that layer from lengthening on average. Its mean stress is \(-E'\eta(1-2z/w)\), which costs
\[
\frac12E'\eta^2\int_0^{w/2}\left(1-\frac{2z}{w}\right)^2dz=\frac{E'\eta^2w}{12}.
\]
This is 95% of the total; the remainder comes from lateral variation of the stress.

Freezing all displacements at their stripe values would instead give \(2\mu\eta^2\) per cap volume, or \(\mu\eta^2w/2\) per face area. That is an upper bound, because the real displacements can relax.

## What caps pay: anisotropy

In an unstressed tetragonal ferroelectric with a cubic parent, the \(a\) and \(c\) orientations are equivalent. The anisotropy energy density \(K\) between the two uniform orientations is then zero. Stress makes it finite.

Let a uniform applied stress \(\sigma^0\) act together with the internal stress \(\sigma^1\), and let \(s\) be the elastic compliance. The total strain is \(s(\sigma^0+\sigma^1)+\varepsilon^*\). Elastic energy minus the work of the constant load is
\[
\int\left[\tfrac12(\sigma^0+\sigma^1)s(\sigma^0+\sigma^1)-\sigma^0:\{s(\sigma^0+\sigma^1)+\varepsilon^*\}\right]dV .
\]
The terms in \(\sigma^0s\sigma^1\) cancel. What depends on the caps is the internal energy already found and \(-\int\sigma^0:\varepsilon^*\). For compression \(\sigma^0_{xx}=-p\), the latter is \(p\eta\) per cap volume. Thus \(K=p\eta\), and since caps occupy \(w/4\) per face area,
\[
A_{\rm cap}=\frac K4+\frac{S}{8\pi}E'\eta^2 .
\]
The stripe direction is held fixed here. Under compression along one axis only, stripes could turn to avoid this cost; equal compression along both in-plane axes removes that escape.

## Walls and thickness

Caps shorten each 180° wall by \(w/2\) at each face and add two sides of length \(w/\sqrt2\). With wall energies \(\gamma_{180}\) and \(\gamma_{90}\), the energies per plate area are
\[
F_{\rm open}=\frac{\gamma_{180}d}{w}+2A_{\rm open}w,\qquad
F_{\rm cap}=\frac{\gamma_{180}d}{w}+2A_{\rm cap}w+2g,
\]
\[
g=\sqrt2\,\gamma_{90}-\tfrac12\gamma_{180}.
\]
Setting \(dF/dw=0\) gives \(w=\sqrt{\gamma_{180}d/(2A)}\) for each pattern with its own \(A\). At that width the two \(w\)-dependent terms are equal, and their sum is \(2\sqrt{2A\gamma_{180}d}\). Full caps therefore beat open stripes when
\[
\sqrt{2\gamma_{180}d}\left(\sqrt{A_{\rm open}}-\sqrt{A_{\rm cap}}\right)>g .
\]
For thick plates the sign of \(A_{\rm open}-A_{\rm cap}\) decides between these two patterns. The wall term matters in thin ones, through the thickness
\[
d^*=\frac{g^2}{2\gamma_{180}\left(\sqrt{A_{\rm open}}-\sqrt{A_{\rm cap}}\right)^2}.
\]

- If \(A_{\rm cap}<A_{\rm open}\), caps win at every thickness when \(g<0\), and above \(d^*\) when \(g>0\).
- If \(A_{\rm cap}>A_{\rm open}\), open stripes win at every thickness when \(g>0\), and above \(d^*\) when \(g<0\).

These statements hold where \(w\) remains well below \(d\), and they rank only these two patterns.

Neither pattern need be the lowest state of a thick plate. Wall energy is left out of the argument that follows, because at a fixed ratio \(b/w\) of cap base to stripe width it becomes negligible as the plate thickens. Let each cap have a base \(b<w\), with charged face left between the caps. A small cap costs elastic and anisotropy energy in proportion to \(b^2\). It removes charge beside a wall, where the potential varies as \(x\ln(w/x)\), so the stray energy falls as \(b^2\ln(w/b)\). If the cap kept the permittivity of the stripes, the gain would exceed the cost for small enough \(b/w\). In a cap, however, \(\varepsilon_x\) and \(\varepsilon_z\) are exchanged. For \(\varepsilon_x>\varepsilon_z\) this adds a cost of order \(b^2\ln^2(w/b)\), which wins for the smallest caps, so a net gain is confined to a window of sizes. For the plate treated below there is a gain for \(b/w\) from 0.1 to 0.9, at 0.5 GPa and at 4.1 GPa, and none below about 0.03, where the base would be narrower than a wall.

Now start from full caps and open charged gaps of width \(\delta=w-b\). The stray energy rises only as \(\delta^2\ln(w/\delta)\), while the elastic and anisotropy energy falls in proportion to \(\delta\). Partial caps therefore lie below full caps, and below open stripes wherever such a window exists. A win for full caps shows that open stripes are not the ground state, but a win for open stripes does not exclude smaller caps.

## How large: a 50 nm plate

The inputs are rough room-temperature values of the lead titanate kind: \(P=75\) μC/cm², \(\eta=0.06\), \(\mu=68\) GPa, \(\nu=0.30\), \(\varepsilon_x=100\), \(\varepsilon_z=50\), \(\gamma_{180}=130\) mJ/m² and \(\gamma_{90}=35\) mJ/m². The plate stands in vacuum under \(p=0.5\) GPa. This is an idealization: a free plate of this thickness buckles beyond a length of about 1 μm at this load, and beyond about 0.3 μm at 4 GPa.

With \(\varepsilon_\Sigma=1+\sqrt{5000}=71.7\),
\[
A_{\rm open}=\frac{0.1357\times0.75^2}{8.854\times10^{-12}\times71.7}\ \mathrm{J/m^3}=120\ \mathrm{MJ/m^3}.
\]
For the caps, \(E'=2\times68/0.70=194\) GPa. The elastic part is \(0.0880\times194\,\mathrm{GPa}\times0.06^2=61.5\) MJ/m³. The anisotropy is \(K=0.5\,\mathrm{GPa}\times0.06=30\) MJ/m³, which adds \(K/4=7.5\) MJ/m³. Hence \(A_{\rm cap}=69.0\) MJ/m³, and caps have the lower slope.

The wall term also favours them: \(g=\sqrt2\times35-65=-15.5\) mJ/m². Each pattern at its own best width gives

- open stripes: \(w=5.2\) nm, \(F=2.50\) J/m²;
- capped stripes: \(w=6.9\) nm, \(F=1.86\) J/m².

Of the 0.64 J/m² difference, walls supply \(2\times15.5=31\) mJ/m². The rest comes from the slopes.

Neither value is the lowest energy of this plate. Partial caps with \(b/w\) near 0.8 reach about 1.6 to 1.7 J/m². Under the constant load assumed for \(K\), a plate polarized uniformly along \(x\) has no face charge, no walls and no misfit, and costs only \(Kd=1.50\) J/m². Full caps fall below this uniform state only above about 78 nm at 0.5 GPa, or above about 0.63 GPa at 50 nm. A support that fixes the in-plane strain penalizes the uniform state further, but it also changes the elastic problem at the face.

Two shortcuts distort this comparison. A rigid polarization, with a hard background permittivity of 7 in both directions, gives \(A_{\rm open}=1078\) MJ/m³, nine times the soft value, and makes closure look beyond dispute. Fully clamped caps give an elastic part of 122 MJ/m³, twice the relaxed value. Set against the soft stray energy, that would reverse the verdict.

Both slopes were also computed numerically. A grid solution of Poisson's equation for \((\varepsilon_{\rm out},\varepsilon_x,\varepsilon_z)=(1,1,1)\), \((1.5,4,2)\) and \((1,100,50)\) differed from the stray-energy formula by at most 0.07%. Finite elements with the cap strain imposed, at \(\nu=0.1\), 0.3 and 0.4, differed from the elastic formula by at most 0.11%. These tests confirm the solution of the linear model, not the model's fitness for a given material.

## What reverses the order of the two patterns

**Compression.** With the other inputs held fixed, though several GPa would change them in a real material, the slopes become equal at \(p=4(120.2-61.5)\,\mathrm{MPa}/0.06=3.9\) GPa. With the wall term included, open stripes become cheaper than full caps at 4.1 GPa for this thickness. Partial caps can still be cheaper than either.

**An outer dielectric.** With the other inputs fixed, the slopes become equal at \(\varepsilon_{\rm out}=54\). This applies to a medium that exerts no traction, such as a liquid. A bonded solid changes the elastic problem too.

**Screening.** If free charge cancels a uniform fraction \(s\) of the bound charge, \(A_{\rm open}\) is multiplied by \((1-s)^2\). Equality needs \(s=1-\sqrt{69.0/120.2}=24\%\), leaving aside the energy needed to supply the charge.

## Where the numbers stop being quantitative

The open pattern strains its own assumptions. Its rms in-plane surface field is 11.8 MV/cm, against a rough breakdown field of 2 MV/cm. The rms tilt \(P_x/P\) is 1.38, outside linear response. The response along the normal fails too: its rms relative size at the face is \((\varepsilon_z-1)\sqrt{\varepsilon_x/\varepsilon_z}/\varepsilon_\Sigma=0.97\). The reversal thresholds share the problem. At \(\varepsilon_{\rm out}=54\) the tilt is 0.79 and the in-plane field 6.8 MV/cm, and at 24% screening they are 1.05 and 9.0 MV/cm, so these thresholds are estimates as well.

The potential at a stripe centre is the series at \(x=w/2\), where the sines alternate in sign. Since \(1-1/3^2+1/5^2-\dots=0.916\), the swing between neighbouring centres is
\[
\Delta\phi=\frac{8\times0.916\,Pw}{\pi^2\varepsilon_0\varepsilon_\Sigma}=4.6\ \mathrm V,
\]
above a rough band gap of 3.4 eV divided by the electron charge. An ideal open pattern would therefore tend to rotate its polarization or draw in carriers. The first leads to closure, the second to screened open stripes.

The capped pattern is idealized as well. The mean internal stress at the face is \(E'\eta=11.7\) GPa, so linear elasticity is stretched. The cap height is only 2.3 times a rough 90° wall width of 1.5 nm, so a smooth rotation is a better picture than a sharp triangle.

Smaller corrections leave the ordering intact. A plate free to stretch uniformly by \(e_0\) gains \(E'e_0\eta w/4\) per face and pays \(E'e_0^2d/4\). The best choice, \(e_0=\eta w/(2d)\), lowers the cap energy by \(E'\eta^2w^2/(16d)\), or 10% of its elastic part. Reducing the shear constant \(c_{44}\) by 40% changes the elastic part by \(-1\%\), because the dominant layer-average stress involves no shear. The energy gain on a face patch of area \(w^2\) is about 3600 \(k_BT\) at 300 K, so thermal fluctuations do not blur the choice.

Real lead titanate is also elastically anisotropic, and much softer along its long axis than across it. This lowers the elastic cost of caps. With rough single-crystal constants (\(c_{11}=237\), \(c_{13}=70\), \(c_{44}=69\) GPa, and \(c_{33}\) between 60 and 105 GPa) the elastic part falls from 61.5 to between 17 and 32 MJ/m³. Unequal compliances also subtract a term in \(p^2\) from \(K\), roughly 50 to 150 MJ/m³ out of 240 MJ/m³ at 4 GPa. The isotropic value and the thresholds derived from it are therefore only rough. The assumption of bare faces may fail too. Adsorbates, electrodes or mobile carriers can supply charge, and 24% screening already removes the slope advantage of full caps. Flux-closure and vortex patterns have been observed in lead titanate/strontium titanate multilayers. Those layers are bonded to a solid of high permittivity, so neither the free-face elastic energy nor the vacuum stray energy carries over to them.

## What to do in a calculation

For conditions like those of the example, with poorly screened faces, allow all polarization components and let the displacements relax. The critical compression of about 4 GPa is no limit for this advice: it marks where full caps lose to open stripes, and partial caps can remain cheaper above it. Start from both patterns and from partial caps, optimize the period of each, and compare them with the uniform in-plane state, which wins for thin plates under weak compression. At a common fixed width the energy difference per face is \((A_{\rm open}-A_{\rm cap})w-g\), which is not the difference between the two equilibrium states.

If all polarization components are explicit variables, use only the hard background permittivity in Poisson's equation. The soft response is already in the polarization energy and would otherwise be counted twice. In a one-component model this holds only along the plate normal. The in-plane soft response is then missing from the polarization energy, so the full \(\varepsilon_x\) must be kept in Poisson's equation. Set the screening and the mechanical condition at the faces from the device, since either can change the answer. For a one-component model it is not enough that \(A_{\rm open}\) lies below \(A_{\rm cap}\). Screening or an outer dielectric must also make the tilt \(P_{x,\rm rms}/P\) small and leave partial caps little to gain. Trial runs with all components, started from caps of several sizes, help to test whether this holds. Very small caps alone are not a sufficient start, because for \(g>0\) the wall energy can make them shrink even where larger caps would lower the energy. The numerical output below lists the values for this plate.

## Computed values

```
INPUTS (rough typical values, lead-titanate-like)
polarization P: 75 uC/cm2
tetragonal strain eta: 0.06
shear modulus: 68 GPa
Poisson ratio: 0.3
permittivity across stripes eps_x: 100
permittivity along P eps_z: 50
outer permittivity: 1
hard background permittivity (rigid P): 7
180-degree wall energy: 130 mJ/m2
90-degree wall energy: 35 mJ/m2
plate thickness: 50 nm
in-plane compression p: 0.5 GPa
temperature: 300 K
TESTS
largest stray-energy grid deviation: 0.0671 %
largest elastic-energy FE deviation: 0.105 %
largest box flux, closed caps (units P w): 0.000147
largest box flux, reversed caps (units P w): 1.47
SLOPES (energy per face area and stripe width)
row factor S: 2.21107
S/(8 pi): 0.08798
plane-strain modulus E': 194.3 GPa
wedge mismatch at apex: 6.67 degrees
A_open, soft polarization: 120.2 MJ/m3
A_open, rigid polarization: 1078 MJ/m3
A_cap elastic part: 61.53 MJ/m3
anisotropy K = p eta: 30 MJ/m3
A_cap anisotropy part K/4: 7.5 MJ/m3
A_cap total: 69.03 MJ/m3
elastic part if caps were fully clamped: 122.4 MJ/m3
EQUILIBRIUM
wall term g per face: -15.5 mJ/m2
open stripe width: 5.2 nm
capped stripe width: 6.86 nm
open energy per plate area: 2.5 J/m2
capped energy per plate area: 1.864 J/m2
critical compression, equal slopes: 3.91 GPa
critical compression, with walls: 4.11 GPa
critical outer permittivity, equal slopes: 54.2
critical screened charge, equal slopes: 24.2 %
NEGLECTED EFFECTS
rms in-plane surface field, open: 11.8 MV/cm
rough breakdown field (input): 2 MV/cm
potential swing between stripe centres: 4.56 V
rough band gap (input): 3.4 eV
rms linear tilt P_x/P at face, open: 1.38
mean cap stress at face E' eta: 11.7 GPa
lateral plate relaxation / elastic part: 9.75 %
elastic energy change, c44 lowered 40%: -1.09 %
cap height / rough 90-degree wall width: 2.29
coupling factor of the two faces: 2.79e-19
energy gain per face patch w^2 / kT: 3.62e+03
```
